# When Higher Permittivity Suppresses Direct Tunnelling at Fixed Equivalent Oxide Thickness

A gate insulator chosen for its permittivity alone can leak more than the oxide it replaces. Higher permittivity allows a thicker film at the same capacitance, and thickness blocks tunnelling. But insulators of higher permittivity tend to have smaller band gaps, and with them lower barriers, which help tunnelling. If doubling the permittivity costs too much barrier, the thicker film loses: in a case worked out below, the low-bias current rises about fivefold in the simplest estimate, and by a factor between about 2 and 9 depending on how the electrodes are modelled. The theorem locates the boundary between gain and loss, and separates what is fixed by the tunnelling exponent from what depends on the prefactor.

## Setting and assumptions

A uniform insulator of relative permittivity $k$ and thickness $t$ lies between two metallic electrodes. A reference oxide has permittivity $k_0$. Write $x=k/k_0$ for the permittivity ratio. The assumptions are these.

1. The equivalent oxide thickness $T$ is the same for all films compared. It is the thickness of reference oxide with the same capacitance per area.
2. The barrier, measured from the Fermi level up to the insulator's conduction-band edge, is $\phi=\phi_0x^{-p}$, with $\phi_0>0$.
3. The tunnelling mass $m$ is isotropic and does not depend on $k$.
4. The wavevector parallel to the film is conserved, and the electrodes supply all the parallel wavevectors that contribute.
5. The temperature is zero and the bias $V$ is small, so the quantity of interest is the conductance per area $G=\lim_{V\to0}J/V$, where $J$ is the current density.
6. Transmission is taken in the WKB approximation, which requires a tunnelling exponent well above 1. Its prefactor is set to one. This is a separate simplification: with the metal electrodes of Remark 2, wave matching gives conductances 3.6 and 3.9 times larger for the two films of the worked example, factors that almost cancel in their ratio. They depend on the electrode: a Fermi energy of 2 eV gives 2.2 and 3.7, and one of 11.7 eV gives 3.9 and 2.9.

The power law is a model of the trade-off, not a law of nature. For any two given insulators, however, it can be read as a definition of $p$:
$$p=\frac{\ln(\phi_0/\phi)}{\ln(k/k_0)} .$$
If the barrier is a fixed fraction of the band gap, the gap falls with the same power $p$.

## Theorem

Let $\kappa=\sqrt{2m\phi}/\hbar$ and $B=2\kappa t$, and let $B_0$ be the value of $B$ for the reference oxide. Under the assumptions above:

**(a)** $B=B_0x^{1-p/2}$. The exponent therefore grows with permittivity if and only if $p<2$.

**(b)** The low-bias conductance per area is
$$G=\frac{e^2}{4\pi h t^2}(1+B)e^{-B}.$$

**(c)** For $p\le2$, $G$ falls as $k$ rises. For $p>2$, $G$ rises locally with $k$ where $B^2/(1+B)>4/(p-2)$. The local threshold is
$$p^*=2+\frac{4(1+B)}{B^2},$$
which tends to 2 as $B\to\infty$.

The claim that higher permittivity suppresses tunnelling only for $p<2$ is thus true of the exponential factor, and of the whole conductance in the limit of an opaque barrier. At finite $B$ the prefactor extends the suppression slightly beyond $p=2$.

## Lemma 1: thickness and exponent

The capacitance per area of the film is $\varepsilon_0k/t$, and that of the equivalent reference oxide is $\varepsilon_0k_0/T$. Setting them equal gives
$$t=T\,\frac{k}{k_0}=Tx .$$

For an electron at the Fermi level moving straight across the film, the wave decays in amplitude as $e^{-\kappa z}$, where $\hbar^2\kappa^2/2m=\phi$. The transmission probability is the square of the amplitude ratio, so it contains $e^{-2\kappa t}=e^{-B}$. Inserting the thickness and the barrier law,
$$B=\frac{2t\sqrt{2m\phi}}{\hbar}
=\frac{2Tx\sqrt{2m\phi_0x^{-p}}}{\hbar}
=\frac{2T\sqrt{2m\phi_0}}{\hbar}\,x\,x^{-p/2}
=B_0x^{1-p/2}.$$
Since $B_0>0$, $B$ increases with $x$ when $1-p/2>0$, is constant when $p=2$, and decreases when $p>2$. This proves (a).

The number 2 has a plain origin: thickness enters the exponent to the first power, the barrier only as a square root. A doubling of thickness is cancelled when the barrier falls by a factor of four. For two materials of equal mass, the one with the larger $k\sqrt\phi$ has the larger exponent.

## Lemma 2: the low-bias conductance

Consider one spin and one parallel wavevector. The electrons approaching the barrier form a one-dimensional channel. The density of states per length for one direction is $dk_z/2\pi$, and the velocity is $dE/(\hbar\,dk_z)$. Their product is $dE/(2\pi\hbar)=dE/h$, so an energy interval $dE$ carries the current $e\,\mathcal T\,dE/h$, where $\mathcal T$ is the transmission. At zero temperature the bias opens an energy window of width $eV$. With a factor 2 for spin,
$$G=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,\mathcal T .$$

Let $s=k_\parallel^2$. The area element, integrated over angle, is $2\pi k_\parallel dk_\parallel=\pi\,ds$. Hence
$$G=\frac{2e^2}{h}\,\frac{\pi}{4\pi^2}\int_0^\infty\mathcal T\,ds
=\frac{e^2}{2\pi h}\int_0^\infty\mathcal T\,ds .$$

Inside the barrier the total energy is still the Fermi energy, part of which is tied up in parallel motion. With decay constant $q$ across the film, energy conservation reads
$$-\phi=\frac{\hbar^2}{2m}(s-q^2),\qquad\text{so}\qquad q^2=\kappa^2+s .$$
Parallel motion makes the barrier effectively higher. In WKB, $\mathcal T=e^{-2qt}$. Change the variable from $s$ to $q$, with $ds=2q\,dq$ and lower limit $q=\kappa$, then integrate by parts:
$$\begin{aligned}
\int_0^\infty e^{-2qt}ds&=\int_\kappa^\infty2q\,e^{-2qt}dq\\
&=\left[-\frac qt e^{-2qt}\right]_\kappa^\infty+\frac1t\int_\kappa^\infty e^{-2qt}dq\\
&=\left(\frac{\kappa}{t}+\frac1{2t^2}\right)e^{-2\kappa t}.
\end{aligned}$$
Because $\kappa/t=B/(2t^2)$, the bracket equals $(1+B)/(2t^2)$. Multiplication by $e^2/(2\pi h)$ gives (b).

As a test, the current through a tilted barrier was integrated directly over energy, parallel wavevector and depth at a bias of 1 mV. For thickness and barrier pairs of 1 nm and 3.1 eV, 2 nm and 0.8 eV, and 5 nm and 1.4 eV, with $m=0.4m_e$, the ratio $J/V$ agreed with the formula to better than one part in $10^4$.

The upper limit of infinity needs enough parallel states. For small $s$, $q\simeq\kappa+s/(2\kappa)$, so the integrand falls as $e^{-st/\kappa}$. The states that matter have $s$ up to a few times $\kappa/t$.

## Proof of part (c)

Take the logarithm of (b):
$$\ln G=\text{constant}-2\ln t+\ln(1+B)-B .$$
At fixed $T$, $t\propto k$ gives $d\ln t/d\ln k=1$. Part (a) gives $dB/d\ln k=(1-p/2)B$. Also
$$\frac{d}{dB}\left[\ln(1+B)-B\right]=\frac1{1+B}-1=-\frac{B}{1+B}.$$
The chain rule then yields
$$\frac{d\ln G}{d\ln k}=-2-\left(1-\frac p2\right)\frac{B^2}{1+B}.$$

For $p\le2$ the second term is zero or negative, so the slope is at most $-2$, and $G$ falls. For $p>2$ the second term is positive. The slope is positive when
$$\left(\frac p2-1\right)\frac{B^2}{1+B}>2,
\qquad\text{that is,}\qquad
\frac{B^2}{1+B}>\frac{4}{p-2}.$$
Replacing the inequality by an equality and solving for $p$ gives $p^*$. Since $4(1+B)/B^2=4/B+4/B^2$, the shift vanishes as $B\to\infty$. This completes the proof.

## Remark 1: a finite step in permittivity

The threshold $p^*$ concerns a small change in $k$. For a finite step, (a) and (b) give
$$\frac{G(k)}{G(k_0)}=\frac1{x^2}\,\frac{1+B}{1+B_0}\,e^{B_0-B}.$$
At $p=2$, $B=B_0$ and the ratio is $x^{-2}$: the exponent gives no help, but the conductance still falls.

Now fix $p>2$ and $x>1$, and make the reference oxide more opaque. Then $B_0-B=B_0(1-x^{1-p/2})$ grows without limit, while the two factors before the exponential stay finite and positive. The ratio therefore diverges. In this limit every $p$ above 2 makes the higher permittivity harmful, however small the excess.

For $p>2$ at finite $B_0$, the exponent falls as $k$ rises, so $p^*$ moves upward. A rise of $G$ with $k$ therefore stops where $B^2/(1+B)$ has fallen to $4/(p-2)$. The larger $p$ is, the smaller $B$ is at that point. Once $B$ is no longer well above 1, WKB fails and the formula should not be followed.

## Remark 2: how firm is the shift above 2?

Suppose another treatment of the interfaces gives $G=Ae^{-B}$, with $c=d\ln A/d\ln k$. The slope of $\ln G$ is $c-(1-p/2)B$, and it vanishes at
$$p^*=2-\frac{2c}{B}.$$
If $c$ stays bounded as $B$ grows, the limit is again 2. The shift at finite $B$ depends on the prefactor and is not universal.

Matching waves at a square barrier provides such a case. For metal electrodes with the free-electron mass,
$$\mathcal T=\left[1+\frac{(a^2+b^2)^2}{4a^2b^2}\sinh^2(qt)\right]^{-1},
\qquad a=\frac{k_z}{m_e},\quad b=\frac qm .$$
With a metal Fermi energy of 5 eV, $\phi_0=3.1$ eV and $m=0.4m_e$, the local thresholds at the reference oxide are:

| $T$ (nm) | WKB $p^*$ | Wave-matched $p^*$ |
|---|---|---|
| 1 | 2.38 | 2.24 |
| 2 | 2.18 | 2.13 |
| 4 | 2.09 | 2.07 |
| 8 | 2.04 | 2.03 |

Both columns approach 2, although they differ visibly for the thinnest film. The wave-matched column also depends on the metal: at $T=1$ nm it is 2.08 for a Fermi energy of 2 eV and 2.43 for 11.7 eV.

A second limit is an electrode that supplies parallel states only up to some $s_{\max}\ll\kappa/t$. Then $\mathcal T\simeq e^{-B}$ throughout the integral, and
$$G\simeq\frac{e^2s_{\max}}{2\pi h}e^{-B}.$$
With $s_{\max}$ held fixed, the prefactor no longer depends on $k$. The WKB threshold is then 2 even at finite $B$, to this order.

## Remark 3: a mass that also falls

Let the mass vary as $m=m_0x^{-r}$. The exponent becomes
$$B=B_0\,x\,x^{-p/2}x^{-r/2}=B_0x^{1-(p+r)/2},$$
so it grows with permittivity if and only if $p+r<2$. Constant mass is therefore a real condition of the theorem. For $r=0.5$ the limiting threshold should be $p=1.5$. The wave-matched calculation gives 1.80, 1.65, 1.58 and 1.54 for $T=1$, 2, 4 and 8 nm, in line with that limit.

## Worked example

Take $T=1$ nm and rough values for silicon dioxide: $k_0=3.9$, $\phi_0=3.1$ eV and $m=0.4m_e$. Compare a film with $k=20$ and $p=0.5$, which puts the barrier in the rough range of hafnium dioxide on silicon. Its thickness and barrier are
$$t=1.00\times\frac{20}{3.9}=5.13\ \text{nm},\qquad
\phi=3.1\left(\frac{20}{3.9}\right)^{-0.5}=1.37\ \text{eV}.$$
The decay constants are 5.70 and 3.79 nm$^{-1}$, so
$$B_0=2(5.70)(1.00)=11.4,\qquad B=2(3.79)(5.13)=38.9 .$$
Each nanometre of the new film blocks less, but there are five times as many. The conductance ratio is
$$\frac{G}{G_0}=\frac{1}{5.13^2}\times\frac{39.9}{12.4}\times e^{11.41-38.88}\simeq1.4\times10^{-13}.$$
Wave matching gives $1.6\times10^{-13}$. The WKB conductances are $4.2\times10^4$ and $6.1\times10^{-9}$ S/cm². At 0.1 V the integrated currents are $4.2\times10^3$ and $6.6\times10^{-10}$ A/cm².

To see the boundary, double $k$ from 3.9 to 7.8 at the same $T$ and vary $p$. The last two columns give the conductance relative to the reference.

| $p$ | $\phi$ (eV) | $B$ | WKB | Matched |
|---|---|---|---|---|
| 1.0 | 1.55 | 16.1 | 0.0031 | 0.0034 |
| 2.0 | 0.78 | 11.4 | 0.25 | 0.24 |
| 2.2 | 0.67 | 10.6 | 0.50 | 0.47 |
| 2.5 | 0.55 | 9.6 | 1.3 | 1.1 |
| 3.0 | 0.39 | 8.1 | 5.2 | 3.7 |

At $p=2$ the ratio is $1/2^2=0.25$, as derived. At $p=2.2$ the exponent has fallen, yet the prefactor still wins. At $p=2.5$ the WKB ratio is
$$\tfrac14\times\frac{10.59}{12.41}\times e^{11.41-9.59}\simeq1.3,$$
and the higher permittivity has become harmful. The difference between the last two columns shows that the result near the boundary depends on the interface model. The metal matters as well: at $p=3$ the matched ratio is 9.0 for a Fermi energy of 2 eV and 1.9 for 11.7 eV.

## What the model leaves out

The following estimates use rough inputs and refer to the worked example. Unless stated otherwise, each factor multiplies the direct current of the same film, with the other assumptions unchanged.

**Bias and temperature.** Lowering the mean barrier by a small energy $\delta$ multiplies the transmission by about $e^{B\delta/(2\phi)}$, because $B\propto\sqrt\phi$. In the bias window, $\delta$ is spread evenly from $-eV/2$ to $eV/2$. Averaging gives
$$\frac{J}{GV}\simeq\frac{\sinh u}{u},\qquad u=\frac{BeV}{4\phi}.$$
Low bias therefore means $eV\ll4\phi/B$, which is about 1.1 eV for the oxide but only 0.14 eV for the high-$k$ film. Direct integration gives 1.09 for the high-$k$ film at 0.1 V, as the formula does. At 1 V it gives 190, where the formula gives only 85 because the bias is no longer small compared with the barrier: a flat barrier lowered by $\delta$, without linearising, gives 130, and the tilt of the barrier raises this to 190. The oxide has 1.15 at 1 V. Bias thus hurts the lower barrier more and moves the boundary down. At $T=1$ nm and constant mass, the $p$ at which the two WKB currents are equal falls from 2.41 at low bias to 1.84 at 1 V for doubled $k$, and from 2.46 to 1.26 for $k=20$. At 358 K, thermal spread raises the high-$k$ conductance by a factor of 1.4 and the oxide's by less than one per cent. Emission over the high-$k$ barrier is about 0.2 per cent of its direct tunnelling.

**Barrier shape and dispersion.** A classical image-force estimate, with optical permittivities of 2.1 and 4.0, raises the exponential factors, taken at zero parallel wavevector, about 19 and 22 times. The absolute currents are thus uncertain by at least an order of magnitude. That the two factors nearly cancel in the ratio is an accident of these inputs. A two-band dispersion replaces $\kappa^2$ by $\kappa^2(1-\phi/E_g)$, where $E_g$ is the band gap. For gaps of 9.0 and 5.8 eV this raises the exponential factors 9 and 130 times. If $\phi/E_g$ were the same in all films, this correction would multiply every exponent by one constant and leave the threshold for the exponent at $p=2$.

**Mass and interfacial oxide.** If the high-$k$ mass is $0.17m_e$ instead of $0.4m_e$, $B$ falls from 38.9 to 25.3 and the exponential factor rises by $8\times10^5$. The corresponding $p+r$ is 1.02, still below 2. If half of the equivalent thickness is interfacial oxide, the exponents add in proportion:
$$B=0.5(11.4)+0.5(38.9)\simeq25.1,$$
and the exponential factor rises by $9\times10^5$. Such a layer does not move the exponent's threshold at fixed share, since an average of $B_0$ and $B_0x^{1-p/2}$ exceeds $B_0$ under the same condition. With both changes, $B=18.4$, and the exponential factor is still about $10^{-3}$ of the reference oxide's.

**Electron supply.** A silicon channel with $10^{13}$ electrons per cm² and two equivalent valleys has $s_{\max}=\pi\times10^{13}$ cm$^{-2}$, or 0.31 nm$^{-2}$. For comparison, $\kappa/t$ is 5.7 nm$^{-2}$ in the oxide and 0.74 nm$^{-2}$ in the high-$k$ film. Cutting the integral at $s_{\max}$ leaves 0.05 and 0.34 of the metallic conductances for each valley, or 0.10 and 0.68 for the two valleys together. This treats the channel as a three-dimensional electrode. In a confined subband all states at the Fermi level have $s=s_{\max}$, and an attempt-frequency estimate for a triangular well gives about 0.2 to 0.3 and 1.1 to 1.8 instead.

**Traps.** An electron can cross in two shorter steps through a level in mid-film. Each step has the factor $e^{-B/2}$, which suggests a level half-width $\gamma\sim\phi e^{-B/2}$. For equal coupling to both electrodes, the resonance $\gamma^2/(E^2+\gamma^2)$ has area $\pi\gamma$. With $D$ levels per area and energy,
$$G_{\rm trap}\sim\frac{2e^2}{h}\,\pi\gamma D .$$
For $D=10^9$ and $10^{11}$ cm$^{-2}$eV$^{-1}$ in the oxide and the high-$k$ film, this gives $2.5\times10^3$ and 0.12 S/cm². The latter is $2\times10^7$ times the film's direct conductance, and the total ratio becomes $3\times10^{-6}$ instead of $10^{-13}$. The factor is proportional to the assumed $D$ and to the rough width. For a point trap in three dimensions, matched to the metal electrodes of Remark 2, $\gamma$ is five times smaller in the high-$k$ film; the trap conductance is then $4\times10^6$ times the WKB and $10^6$ times the wave-matched direct conductance, comparable with the mass and interfacial-oxide corrections. At fixed $D$ the exponent $B/2$ grows with $k$ under the same condition $p<2$.

**Breakdown.** At 1 V the fields are 10 and 1.95 MV/cm, against rough breakdown fields of 12 and 5 MV/cm. The oxide is close to its limit; at 0.1 V both films are far below theirs.

## The real gate stack

Hafnium-based gate stacks do leak less than silicon dioxide of the same equivalent thickness, but by some orders of magnitude, not thirteen. In the estimates above, the assumptions that matter most are the trap-free film, the uniform film and the constant mass. Dropping the first moves the high-$k$ current by six to seven orders of magnitude for the trap density assumed, and dropping either of the others by about six. These corrections were not all combined, so the example does not predict a device's leakage. Its firmer content is the comparison of exponents: at low bias, with $p+r$ near 1, the film lies well inside the region where added thickness outweighs the lower barrier. A material with $p+r$ near 2 would gain almost nothing from the exponent, and its ranking would rest on the prefactor, the interfaces and the traps. At an operating bias near 1 V the rule is weaker, and $p+r$ alone no longer decides. For $k=20$ the WKB current ratio at 1 V is $10^{-6}$ for $p=0.5$ with the light mass, but $10^{-2}$ for $p=1.02$ at constant mass, and $p=1.5$ already leaks 17 times more than the oxide. Most values behind these estimates are listed in the numerical output. The image force differs: the output uses an older approximate formula that overstates the barrier lowering at mid-film by a factor of 2.3, whereas the text uses the exact classical image energy between two metal plates.

## Computed results

```
Inputs: EOT 1.0 nm, k0 3.9, phi0 3.1 eV, m 0.4 m_e
Film: k 20, p 0.5; metal Fermi energy 5.0 eV
Pairs below: reference oxide, then high-k film
Thickness (nm): 1.00, 5.13
Barrier (eV): 3.10, 1.37
Decay constant (1/nm): 5.70, 3.79
Exponent B: 11.41, 38.88
WKB conductance (S/cm2): 4.24e+04, 6.07e-09
WKB current at 0.1 V (A/cm2): 4.25e+03, 6.60e-10
Conductance ratio high-k/ref: WKB 1.4e-13, matched 1.6e-13
WKB local threshold p* at reference: 2.381
EOT 1 nm: p* WKB 2.381, matched 2.241, r=0.5 matched 1.798
EOT 2 nm: p* WKB 2.183, matched 2.130, r=0.5 matched 1.654
EOT 4 nm: p* WKB 2.090, matched 2.067, r=0.5 matched 1.578
EOT 8 nm: p* WKB 2.044, matched 2.034, r=0.5 matched 1.539
Doubling k from 3.9 to 7.8 at EOT 1 nm:
p 0.5: phi 2.192 eV, B 19.19, G ratio WKB 1.70e-04, matched 1.88e-04
p 1.0: phi 1.550 eV, B 16.14, G ratio WKB 3.06e-03, matched 3.41e-03
p 2.0: phi 0.775 eV, B 11.41, G ratio WKB 2.50e-01, matched 2.42e-01
p 2.2: phi 0.675 eV, B 10.65, G ratio WKB 5.04e-01, matched 4.65e-01
p 2.5: phi 0.548 eV, B 9.59, G ratio WKB 1.31e+00, matched 1.11e+00
p 3.0: phi 0.388 eV, B 8.07, G ratio WKB 5.16e+00, matched 3.71e+00
Neglected effects: factor on current (ref, high-k)
Bias 0.1 V, J/(G V): 1.00, 1.09e+00
Bias 1.0 V, J/(G V): 1.15, 1.89e+02
Thermal spread at 358 K: 1.005, 1.41
Emission over barrier / tunnelling: 1.1e-40, 1.8e-03
Image force (optical k 2.1, 4.0): 1.4e+02, 1.5e+02
Two-band dispersion (gaps 9.0, 5.8 eV): 8.8e+00, 1.3e+02
High-k mass 0.17 m_e: B 25.35, factor 7.5e+05, p+r 1.02
Interfacial oxide 0.5 nm of the EOT: B 25.15, factor 9.2e+05
Oxide layer and light mass: B 18.38, exp(B_ref-B) 9.4e-04
Channel supply, 1e+13 /cm2: 0.049, 0.338
Mid-film traps (per cm2 eV): 1e+09, 1e+11
Trap conductance (S/cm2): 2.5e+03, 1.2e-01
Trap/direct: 5.9e-02, 2.0e+07
Total ratio high-k/ref with traps: 2.7e-06
Rough breakdown fields (MV/cm): 12, 5
Field at 0.1 V (MV/cm): 1.00, 0.19
Field at 1.0 V (MV/cm): 10.00, 1.95
```
